# When Interface Energy Keeps an Ultrathin Laminate Layer Amorphous

**Q:** My oxide laminates contain sublayers a few deposition cycles thick, and these stay amorphous on annealing. I am told that the interfaces cost too much for crystals to form. What is being compared with what?

**A:** Two free energies of the same sublayer, at the same temperature and composition. Let the sublayer have thickness $d$ and lie between two inert neighbours. Turning amorphous material into crystal releases a bulk free energy $g>0$ per volume, but it also changes the interfaces. At face $i$, define

$$D_i=\gamma_i^{\rm crystal}-\gamma_i^{\rm amorphous},$$

where each $\gamma_i$ is the energy per area of that phase against the neighbour. A positive $D_i$ means that the neighbour prefers the amorphous phase. If the whole layer crystallises, its free energy per area changes by

$$\Delta f=D_1+D_2-gd.$$

The interface cost is independent of $d$ and the gain is proportional to $d$, so a thin enough layer loses by crystallising completely if $D_1+D_2>0$. The cost must be summed over both faces. In a multilayer this comparison applies to each sublayer separately, not to the total thickness of the stack.

**Q:** Complete crystallisation is one possibility. Could a small crystal, or one that avoids the faces, still lower the energy?

**A:** That has to be excluded separately, and it changes the formula. Let $c>0$ be the energy per area of the boundary between crystal and amorphous material, taken as independent of orientation. I treat interfaces as sharp. A crystalline region of any shape, with volume $V$, free boundary area $A_{\rm free}$ and contact areas $A_1,A_2$, has

$$F=cA_{\rm free}+D_1A_1+D_2A_2-gV$$

relative to the amorphous layer.

Draw lines normal to the film. Consider a thin bundle of lines, of cross-section $dA$, that meets the crystal. The crystal has a lowest end on this bundle. If that end lies on face 1, it costs $D_1\,dA$. If it lies inside the layer, it is a piece of free boundary. A tilted piece has an area of at least its projection $dA$, so it costs at least $c\,dA$. In either case the cost is at least $\min(D_1,c)\,dA$. The highest end likewise costs at least $\min(D_2,c)\,dA$. Any further boundaries add positive energy, as do vertical walls. The crystal within the bundle is at most $d$ long, so its bulk gain is at most $gd\,dA$. Adding the bundles gives

$$F\ge A_{\rm proj}(S-gd),\qquad S=\min(D_1,c)+\min(D_2,c),$$

where $A_{\rm proj}$ is the area of the crystal seen from above. If $S>0$, no crystal shape lowers the free energy when

$$d\le d^*=\frac{S}{g}.$$

**Q:** Why does $c$ put a cap on the interface cost?

**A:** Because the crystal need not touch a hostile face. If $D_i>c$, a thin amorphous skin can remain there, and the crystal pays $c$ for its boundary with the skin instead of $D_i$. Since each term in $S$ is at most $c$,

$$d^*\le\frac{2c}{g}.$$

Making a neighbour still more hostile does not raise the threshold past this value. With sharp interfaces the skin may be arbitrarily thin; a real skin has a finite thickness, which uses up some of the layer, and its two interfaces may repel each other. Both effects raise the threshold.

**Q:** Is $d^*$ the true limit, or could a better argument protect thicker layers?

**A:** It is the limit within this model. Take a disc of crystal of radius $L$, leaving a skin of thickness $\delta$ at each of the $k$ faces where $D_i>c$. Its side wall costs at most $2\pi Ldc$, so

$$F\le\pi L^2\left[S-g(d-k\delta)\right]+2\pi Ldc.$$

If $d>d^*$, a small enough $\delta$ makes the bracket negative. The first term then falls as $L^2$, while the wall cost grows as $L$. A wide enough disc therefore has $F<0$.

If $S\le0$, this happens at every positive thickness. A neighbour that acts as a good crystalline template can produce this case, and then there is no protected thickness.

**Q:** Please put numbers to this for something like hafnia or zirconia between alumina layers.

**A:** I take rough, round parameters for an anneal at 773 K: $g=0.80$ J/(m² nm), $c=0.25$ J/m² and $D_1=D_2=D=0.20$ J/m². Since $D<c$, direct contact is cheaper than a skin, and

$$d^*=\frac{2(0.20)}{0.80}\ {\rm nm}=0.50\ {\rm nm}.$$

At an assumed growth of 0.10 nm per cycle, this is 5 cycles. Even with very hostile neighbours, the same $g$ and $c$ would allow at most $2(0.25)/0.80=0.625$ nm.

**Q:** But films of several nanometres can also be amorphous. Does that contradict the result?

**A:** No. Above $d^*$ the amorphous layer is metastable: a wide crystal has lower energy, but a small one must first grow over a barrier. The survival of such a layer is a matter of kinetics.

For equal faces with $0<D<c$, start with a cylindrical crystal of radius $r$ that spans the layer:

$$F(r)=2\pi rdc-\pi r^2(gd-2D).$$

Setting $dF/dr=2\pi dc-2\pi r(gd-2D)$ to zero gives $r=dc/(gd-2D)$. Substitution gives

$$F_{\rm cyl}=\frac{2\pi d^2c^2}{gd-2D}-\frac{\pi d^2c^2}{gd-2D}=\frac{\pi d^2c^2}{gd-2D}.$$

Growing cylinders form one possible path from no crystal to a large crystal. The easiest path cannot have a higher barrier, so this is an upper bound. It diverges as $d$ approaches $d^*=2D/g$ from above.

**Q:** How far is the bound from the barrier of a nucleus with a relaxed wall?

**A:** Let the wall have radius $r(z)$, with $z$ measured from the midplane. I consider nuclei with rotational and mirror symmetry that bulge at the middle. Write $w=\sqrt{1+r'^2}$, where $r'=dr/dz$. Then

$$F=\int_{-d/2}^{d/2}\!\mathcal L\,dz+\pi D\left[r(d/2)^2+r(-d/2)^2\right],$$

$$\mathcal L=2\pi crw-\pi gr^2.$$

The critical nucleus is stationary under small changes of $r(z)$. Inside the layer this requires $\partial\mathcal L/\partial r=d(\partial\mathcal L/\partial r')/dz$, or

$$cw-gr=c\frac{d}{dz}\left(\frac{rr'}{w}\right)=c\left(\frac{r'^2}{w}+\frac{rr''}{w^3}\right).$$

Since $w-r'^2/w=1/w$, division by $cr$ gives

$$\frac1{rw}-\frac{r''}{w^3}=\frac gc.$$

The left side is the sum of the two principal curvatures, so this sum is the same everywhere on the wall. At the upper face, integration by parts leaves $2\pi crr'/w+2\pi Dr=0$, hence $r'/w=-D/c$. If $\varphi$ is the angle of the wall from the vertical, with $r'=-\tan\varphi$, then $\varphi$ reaches $\alpha$ at that face, where

$$\sin\alpha=s=\frac Dc.$$

Near $d^*$ the nucleus is very wide and $1/(rw)$ becomes negligible. Its wall profile is then an arc of radius $\rho=c/g$ and height $2\rho\sin\alpha=2D/g=d^*$. At this thickness the face cost and bulk gain of the flat part cancel. The remaining energy per length of edge is the cost of the arc, of length $2\alpha\rho$, minus the gain from the crystal between arc and chord:

$$t=2\alpha\rho c-g\rho^2(\alpha-\sin\alpha\cos\alpha)$$
$$\phantom{t}=\frac{c^2}{g}(\alpha+\sin\alpha\cos\alpha).$$

For a wide nucleus just above $d^*$, therefore,

$$F(r)\simeq2\pi rt-\pi r^2g(d-d^*).$$

Its maximum lies at $r=t/[g(d-d^*)]$ and has the height

$$G\simeq\frac{\pi t^2}{g(d-d^*)}\qquad(d\to d^*\ {\rm from\ above}).$$

Here $\alpha=0.9273$ and $t=0.110$ J/m² nm, against $cd^*=0.125$ J/m² nm for a straight wall. At $d=1.002d^*$, integrating the full wall equation gives a barrier 0.4% above this limiting law. The law is a poor guide farther away. At 0.60 nm it gives $\pi(0.110)^2/0.080=0.475$ J/m² nm², or about 3.0 eV, while the full wall equation gives 4.3 eV. The cylinder bound there is 5.5 eV.

**Q:** Does the barrier keep falling as I make the layer thicker?

**A:** For this spanning nucleus it falls until $d=2d^*$. To see why, let $h=d/2$ and let $\dot r$ be the change of the stationary profile with $h$ at fixed $z$. By symmetry,

$$G=2\left[\int_0^h\mathcal L\,dz+\pi Dr(h)^2\right].$$

Differentiate with respect to $h$. The upper limit contributes $\mathcal L(h)$. After integration by parts, the change of profile contributes $(\partial\mathcal L/\partial r')\dot r$ at $h$, because the wall equation removes the integral and $r'=0$ removes the midplane term. The radius at the moving face changes by $\dot r+r'$, and the contact condition reads $2\pi Dr=-\partial\mathcal L/\partial r'$. Thus

$$\frac{dG}{dh}=2\left[\mathcal L+\frac{\partial\mathcal L}{\partial r'}\dot r-\frac{\partial\mathcal L}{\partial r'}(\dot r+r')\right]_{z=h}.$$

The terms in $\dot r$ cancel. Since $d=2h$,

$$\frac{dG}{dd}=J=\mathcal L-r'\frac{\partial\mathcal L}{\partial r'}=\frac{2\pi cr}{w}-\pi gr^2.$$

The wall equation also gives $dJ/dz=r'[\partial\mathcal L/\partial r-d(\partial\mathcal L/\partial r')/dz]=0$, so $J$ has one value along the whole wall.

If $J=0$, then $rw=2c/g=R$, or $r^2+(rr')^2=R^2$. This is a sphere of radius $R$ centred on the midplane. It meets the faces at the required angle when $d/2=Rs$, hence $d=2Rs=4D/g=2d^*$.

The sign of $J$ on either side follows from the curvature condition $d\varphi/d\ell+\cos\varphi/r=g/c$, where $\ell$ is length along the profile. Using $dz=\cos\varphi\,d\ell$ and eliminating $\cos\varphi/r$ through $J$ gives

$$\frac{dz}{d\varphi}=\frac{\cos\varphi}{g/(2c)-J/(2\pi cr^2)}.$$

For $J<0$ the denominator is larger than for the sphere, so the nucleus reaches angle $\alpha$ at a smaller height, and $d<2d^*$. For $J>0$ it is smaller, and $d>2d^*$. The barrier therefore falls below $2d^*$ and rises above it, as long as the wall keeps this bulging form, which in the example holds up to about 1.30 nm.

**Q:** What is the minimum barrier, and what happens in still thicker layers?

**A:** Compare the cut sphere with a complete sphere in bulk amorphous material. The latter has energy $4\pi r^2c-4\pi r^3g/3$, which is stationary at $r=R=2c/g$. Its barrier is

$$B=\frac{4\pi R^2c}{3}=\frac{16\pi c^3}{3g^2}.$$

One face at distance $sR$ from the centre removes free area $2\pi R^2(1-s)$ and volume $\pi R^3(2+s)(1-s)^2/3$. It adds contact area $\pi R^2(1-s^2)$ at cost $D=sc$. With $gR=2c$, the energy change is

$$\pi R^2c(1-s)\left[-2+s(1+s)+\tfrac23(2+s)(1-s)\right].$$

Because $s^2+s-2=-(1-s)(2+s)$, this equals $-\pi R^2c(2+s)(1-s)^2/3=-qB$, where

$$q=\frac{(2+s)(1-s)^2}{4}.$$

Two faces give the barrier $B(1-2q)$. In the example $s=0.80$ and $q=2.80(0.20)^2/4=0.028$. With $B=2.55$ eV, the minimum is $2.55(1-0.056)=2.41$ eV, at $d=1.00$ nm.

A nucleus attached to one face has height $R(1+s)$. It fits once $d\ge0.625(1.80)=1.125$ nm, and its barrier is $B(1-q)=2.48$ eV whatever the layer thickness. The spanning nucleus stays lower a little beyond that point: its barrier is 2.44 eV at 1.125 nm and passes 2.48 eV only near 1.22 nm. In thicker layers the one-face nucleus is the lower of the two, and interface energy provides no further thickness dependence of its barrier. In this model it cannot explain why a 3 nm layer should have a higher one-face barrier than a 5 nm layer.

Two limits help in reading the result. As $D\to0$ at fixed $c$ and $g$, the protected thickness vanishes, and so does the minimum barrier's thickness $2d^*$; there $q\to1/2$ and the barrier tends to zero. As $D\to c$, $q\to0$: the faces no longer assist nucleation, and the cut sphere becomes a full sphere that just fits.

**Q:** What do these barriers mean for annealing time?

**A:** A simple estimate multiplies the number of sites by an attempt frequency $\nu$ and two Boltzmann factors, one for the nucleation barrier $G$ and one for an atomic jump barrier $E_j$. The mean waiting time in area $A$ is

$$\tau=\frac{\exp[(G+E_j)/(k_BT)]}{ndA\nu}.$$

I assume $n=28$ nm⁻³, $\nu=10^{13}$ s⁻¹, $E_j=1.0$ eV and $A=1$ μm². At 773 K, $k_BT=0.0666$ eV. The estimates are:

- At 0.60 nm, $G=4.3$ eV and $\tau\sim10^{14}$ s.
- At 0.75 nm, $G=2.7$ eV and $\tau\sim6\times10^3$ s.
- At 1.00 nm, $G=2.4$ eV and $\tau\sim60$ s.

The 0.60 nm layer is above $d^*$, yet in this model an isolated patch of 1 μm² would not crystallise in any practical anneal, provided its side edges do not help nucleation. A side wall that prefers neither phase would halve the barrier, because half of the symmetric nucleus fits against it. A right-angled corner between two such walls would reduce it to a quarter. At 0.60 nm such edges would remove the long lifetime: with rough site counts, the halved barrier along the 4 μm perimeter gives a wait of order $10^3$ s, and four such corners give about a second. The wait for a first nucleus falls as $1/A$: a connected film of 1 cm² has $10^8$ times the area, so its first nucleus comes $10^8$ times sooner and can then spread. An experiment could thus report an apparent critical thickness above the true $d^*$ of 0.50 nm, and its value would depend on the duration of the anneal and on the connected area.

The times are very sensitive to the inputs. At fixed $D/c$ and $d/d^*$, the barrier scales as $c^3/g^2$. Raising $c$, $D$ and $d$ together by 10%, at fixed $g$, raises a 2.41 eV barrier by $0.331(2.41)=0.80$ eV and the time by about $e^{12}$, or $10^5$. The ratio of the times at two fixed thicknesses is also very sensitive, because $d^*$ itself shifts with $D$ and $g$. Only the direction of the trend below $2d^*$, longer waits as the layer is thinned towards $d^*$, should be relied on.

For layers 3 to 5 nm thick, the one-face barrier of 2.48 eV gives a wait of about a minute in 1 μm². This counts every site in the volume, although the nucleus sits at a face. Counting only face sites, about $2n^{2/3}$ per area, gives 4 to 5 minutes, and adding nucleation in the interior over the 2.55 eV barrier brings the wait to 1 to 2 minutes. In 1 cm² these estimates give about a microsecond, which is comparable with the time of a single atomic jump, $\exp[E_j/(k_BT)]/\nu\approx0.3$ μs. Building a nucleus takes many jumps, so this value is too short to be taken literally; it means only that nucleation would not delay crystallisation noticeably. These parameters therefore do not explain a film of that thickness that stays amorphous at 773 K; a larger nucleation barrier or jump barrier would be needed.

**Q:** How closely does the example resemble a real laminate?

**A:** It has the right general setting: alumina interlayers are used to hinder crystallisation of hafnia and zirconia, and growth near 0.1 nm per cycle is typical. The interface energies are much less certain, and $D/c=0.80$ is a choice. The assumption most plainly broken is the continuum one, since 0.50 nm is about 1.9 atomic planes at a spacing of 0.26 nm. I cannot give a reliable shift for that without an atomistic calculation. Other effects can be sized:

- **Strain.** A crystal strained by $\varepsilon=0.020$ along both in-plane directions, with its thickness free to adjust, stores $E\varepsilon^2/(1-\nu_P)$ per volume. For $E=200$ GPa and Poisson ratio $\nu_P=0.25$ this is 0.107 J/(m² nm). It reduces $g$ and raises $d^*$ to 0.58 nm, provided the surroundings hold this strain in every crystal, however narrow; any relaxation makes the rise smaller.
- **Intermixing.** If 10% of the cations are foreign and must separate completely, the lost ideal mixing free energy is 0.097 J/(m² nm). If both separated oxides then crystallise with the same $g$ and their mutual boundary costs nothing, this alone moves the break-even thickness to 0.57 nm; with strain it becomes 0.67 nm. If the foreign 10% stays amorphous as a sheet at a face, only $0.9g$ is gained and the value without strain is $0.40/(0.72-0.097)=0.64$ nm. The protected thickness $d^*$ rises less. A crystal that covers only a small fraction of the layer can leave its foreign cations in the amorphous remainder, at a cost of $-nk_BT\ln(1-0.10)=0.031$ J/(m² nm). Without strain this gives $d^*=0.52$ nm.
- **Temperature.** If $g$ falls linearly to zero at an assumed 3000 K, it is 0.97 J/(m² nm) at 300 K, where $d^*$ is 0.41 nm for fixed $D$.
- **Interface overlap.** If the joint cost is $2D(1-e^{-d/\ell})$ with $\ell=0.20$ nm, $d^*$ drops to 0.45 nm.

Roughness matters too. For a normal thickness distribution with mean 0.40 nm and standard deviation 0.10 nm, 16% of the area is thicker than 0.50 nm. Such a patch must also be wide enough to pay for its edge, so 16% is not a predicted crystalline fraction.

**Q:** How could I tell thermodynamic suppression from slow nucleation?

**A:** An amorphous diffraction pattern after one anneal cannot separate them. Longer anneals at fixed temperature and composition help: crystallisation that eventually appears shows that the layer was metastable in at least part of the area that crystallised, perhaps only at its thickest spots. Its absence remains inconclusive, because the barrier diverges near $d^*$.

A more direct test is the free-energy difference between fully crystalline and amorphous layers of several thicknesses. In this model it follows $D_1+D_2-gd$, so the slope gives $-g$ and the intercept gives the summed interface cost. Grain boundaries in real crystalline layers add energy that can shift either one, and this must be subtracted first. The zero crossing equals $d^*$ if neither $D_i$ exceeds $c$; otherwise it lies above $d^*$. Calorimetry measures the heat released, not the free energy, so the entropy difference must be accounted for before this line is drawn.

For design, keeping every part of a flat sublayer below $d^*$ gives thermodynamic protection if the neighbours stay inert, $S$ is positive and the parameters apply at the temperature of use. A thicker sublayer may still serve, but its lifetime then rests on the nucleation barrier. The numerical output below lists the main values used here.

## Computed results

```
bulk gain g = 0.80 J/(m^2 nm)
crystal/amorphous boundary energy c = 0.25 J/m^2
excess cost D per face = 0.20 J/m^2; both faces = 0.40 J/m^2
ratio D/c = 0.80; alpha = 0.9273 rad
anneal temperature = 773 K; kT = 0.0666 eV
threshold d_star = 0.500 nm
largest possible threshold 2c/g = 0.625 nm
growth per cycle = 0.10 nm
threshold in cycles = 5.0
edge tension at d_star = 0.1099 J/m^2 nm
barrier / divergent law at 1.002 d_star = 1.0041
bulk spherical barrier = 2.553 eV
one-face cap barrier = 2.482 eV
one-face cap fits above = 1.125 nm
minimum spanning barrier = 2.410 eV
thickness at that minimum = 1.000 nm
assumed site density = 28 per nm^3
assumed attempt frequency = 1.0e+13 per s
assumed jump barrier = 1.00 eV
area for nucleation time = 1.0 um^2
d = 0.55 nm: barrier = 7.193 eV, cylinder bound = 9.268 eV, time = 1.7e+33 s
d = 0.60 nm: barrier = 4.292 eV, cylinder bound = 5.515 eV, time = 1.9e+14 s
d = 0.75 nm: barrier = 2.700 eV, cylinder bound = 3.447 eV, time = 6.3e+03 s
d = 1.00 nm: barrier = 2.410 eV, cylinder bound = 3.064 eV, time = 6.1e+01 s
Young modulus = 200 GPa; Poisson ratio = 0.25
in-plane strain = 0.020
strain cost = 0.107 J/(m^2 nm)
d_star with strain = 0.577 nm
solute fraction = 0.10
full unmixing cost = 0.097 J/(m^2 nm)
d_star with unmixing = 0.569 nm
d_star with both = 0.671 nm
assumed melting temperature = 3000 K
g at 300 K, linear estimate = 0.970 J/(m^2 nm)
d_star at 300 K = 0.412 nm
interface overlap length = 0.20 nm
d_star with overlap = 0.446 nm
rough layer: mean = 0.40 nm, standard deviation = 0.10 nm
area fraction thicker than d_star = 15.9 %
assumed atomic plane spacing = 0.26 nm
d_star in atomic planes = 1.9
```
